# Mesh Errors in the Band Energy of Gapped and Gapless Chains

**Q.** To learn whether a growing chain prefers equal or alternating bonds, I would compare two band energies, each summed over $N$ k-points. I am told that the gapped structure converges exponentially. Why should a crude equal-weight sum do so well? First say what you are summing.

**A.** Take a periodic chain with two sites per cell and one orbital per site. The hopping strengths alternate, $v$ inside a cell and $w$ between cells, with $v\ge w>0$. Electrons are independent, the lattice is rigid, and the temperature is zero for now. With $k$ the phase per cell, the two bands are $\pm E(k)$, where

$$E(k)=|v+we^{ik}|=\sqrt{v^2+w^2+2vw\cos k}.$$

One electron per site fills the lower band with both spins, so the energy per cell and its mesh estimate are

$$e=-2\int_0^{2\pi}\frac{dk}{2\pi}E(k),\qquad e_N=-\frac2N\sum_{j=0}^{N-1}E(k_j),\qquad k_j=\frac{2\pi(j+s)}N .$$

The shift $s$ places the mesh. The mesh also has a physical meaning: on a ring of $N$ cells whose wavefunctions gain a phase $2\pi s$ per circuit, $e^{ikN}=e^{2\pi is}$ allows just these $k_j$. The mesh error is thus the finite-size error of a ring.

**Q.** How do you isolate the error without already knowing the integral?

**A.** By Poisson summation. Write $E(k)=\sum_n a_ne^{ink}$. Since $E$ is real and even, $a_n=a_{-n}$ is real. The mesh average is

$$\frac1N\sum_jE(k_j)=\sum_na_ne^{2\pi ins/N}\,\frac1N\sum_{j=0}^{N-1}e^{2\pi inj/N}.$$

The last average is 1 if $n$ is a multiple of $N$. Otherwise it is a geometric sum over roots of unity and vanishes. So $n=mN$ survives, with phase $e^{2\pi ims}$. The term $m=0$ is the true average $a_0$. Pairing $m$ with $-m$ and multiplying by $-2$ gives

$$e_N-e=-4\sum_{m=1}^{\infty}a_{mN}\cos(2\pi ms).$$

The error is a sum of high Fourier coefficients of the band. The question is how fast they fall.

**Q.** A smooth function has rapidly falling coefficients, but "smooth" does not give a rate. Where does the rate come from?

**A.** From the nearest point in the complex $k$ plane where $E$ is not analytic. Define $r=w/v$ and $\kappa=-\ln r\ge0$. Then $v^2+w^2=vw(1/r+r)=2vw\cosh\kappa$ and $vw=rv^2$, so

$$E^2=2rv^2(\cosh\kappa+\cos k).$$

This vanishes at $k=\pi\pm i\kappa$, where the square root has branch points. On the real axis the smallest $E$ is $v-w$, at $k=\pi$, so the gap is $E_g=2(v-w)$. The two bands together span $2(v+w)$, and

$$\tanh\frac\kappa2=\frac{1-e^{-\kappa}}{1+e^{-\kappa}}=\frac{1-r}{1+r}=\frac{v-w}{v+w}.$$

The rate is therefore set by the gap divided by the full width, not by the gap alone.

**Q.** A branch point suggests $e^{-\kappa n}$. I want the prefactor and the sign.

**A.** Start with $\kappa>0$ and $n\ge1$. Evenness allows $a_n=\frac1{2\pi}\int_0^{2\pi}E\,e^{ink}dk$. Raise the contour into the upper half plane, with the cut running from $\pi+i\kappa$ to $\pi+i\infty$. The vertical sides at $\operatorname{Re}k=0$ and $2\pi$ cancel by periodicity. The top vanishes, because at height $Y$ the root grows as $e^{Y/2}$ while $e^{ink}$ falls as $e^{-nY}$. What remains runs down the left side of the cut and up the right side:

$$a_n=\frac1{2\pi}\int_\kappa^\infty i\,dy\,(E_{\rm R}-E_{\rm L})\,e^{in(\pi+iy)} .$$

At $k=\pi+iy+\epsilon$, to first order in $\epsilon$,

$$\cosh\kappa+\cos k=-(\cosh y-\cosh\kappa)+i\epsilon\sinh y .$$

Away from the cut $E^2$ is never a negative real number, so $E$ is the root with positive real part. Hence $E_{\rm R}=iS$ and $E_{\rm L}=-iS$, with $S=v\sqrt{2r}\sqrt{\cosh y-\cosh\kappa}$. The factors combine as $i\cdot2i=-2$, and

$$a_n=(-1)^{n+1}\frac{v\sqrt{2r}}\pi\int_\kappa^\infty\sqrt{\cosh y-\cosh\kappa}\;e^{-ny}dy .$$

Both sides are continuous as $r\to1$, so this holds for the gapless chain too.

For large $n$ only $y$ near $\kappa$ matters. Put $y=\kappa+u$:

$$\sqrt{\cosh y-\cosh\kappa}=\sqrt{u\sinh\kappa+\tfrac12u^2\cosh\kappa+\dots}=\sqrt{u\sinh\kappa}\left(1+\tfrac u4\coth\kappa+\dots\right).$$

The integrals needed are $\int_0^\infty u^{1/2}e^{-nu}du=\sqrt\pi/(2n^{3/2})$ and $\int_0^\infty u^{3/2}e^{-nu}du=3\sqrt\pi/(4n^{5/2})$, whose ratio is $3/(2n)$. Also $2r\sinh\kappa=r(1/r-r)=1-r^2$. Thus

$$a_n\simeq(-1)^{n+1}\frac{v\sqrt{1-r^2}}{2\sqrt\pi}\frac{r^n}{n^{3/2}}\left(1+\frac{3\coth\kappa}{8n}\right).$$

The harmonic $m=1$ dominates the error unless its cosine is small, because $m=2$ carries another factor $r^N$. So

$$e_N-e\simeq(-1)^N\frac{2v\sqrt{1-r^2}}{\sqrt\pi}\,\frac{e^{-\kappa N}}{N^{3/2}}\cos(2\pi s)\qquad(N\gg\coth\kappa).$$

The decay is exponential with an algebraic factor. In the limit $w\to0$ the band is flat and any mesh is exact, in accord with $r^N\to0$.

**Q.** Your condition $N\gg\coth\kappa$ may hide the interesting region. Put in numbers.

**A.** Take $v=2.85$ eV and $w=2.15$ eV. Then $E_g=1.40$ eV, the full width is 10.0 eV, $\tanh(\kappa/2)=0.14$, $r=0.7544$ and $\kappa=0.2819$. With a rough cell length of 0.25 nm, the decay length $1/\kappa$ is 3.5 cells, or 0.89 nm. Here $\coth\kappa=3.64$. For $N=10$ and $s=0$,

$$\frac{2(2.85)\sqrt{1-0.7544^2}\;(0.7544)^{10}}{\sqrt\pi\,10^{3/2}}\ {\rm eV}=3.99\ {\rm meV}.$$

The correction factor $1+3(3.64)/80=1.137$ raises this to 4.53 meV. The direct sum has an error of 4.59 meV, so the leading law is 13% low and the corrected one 1% low, relative to the direct error. At $N=40$ the direct error is $1.095\times10^{-7}$ eV and the leading law is 3% low.

**Q.** Now close the gap. The exponential becomes $e^0$, and your prefactor becomes zero. That cannot be the answer.

**A.** It is not, because $\coth\kappa$ diverges and the expansion about $y=\kappa$ fails. Return to the full integral with $v=w=t$ and $\kappa=0$. Now $\sqrt{2(\cosh y-1)}=2\sinh(y/2)$, and

$$\int_0^\infty(e^{y/2}-e^{-y/2})e^{-ny}dy=\frac1{n-\frac12}-\frac1{n+\frac12}=\frac4{4n^2-1}.$$

So $a_n=(-1)^{n+1}4t/[\pi(4n^2-1)]$. The slow decay comes from the kink of $E=2t|\cos(k/2)|$ at $k=\pi$. Insert this in the error formula and replace $4m^2N^2-1$ by $4m^2N^2$:

$$e_N-e\simeq\frac{4t}{\pi N^2}\sum_{m=1}^\infty\frac{(-1)^{mN}\cos(2\pi ms)}{m^2}=\frac{4t}{\pi N^2}\sum_{m=1}^\infty\frac{\cos(2\pi mx)}{m^2},$$

where $x$ is the fractional part of $s+N/2$. To sum it, consider $B_2(x)=x^2-x+\frac16$ on $0\le x\le1$. Its mean is $\frac13-\frac12+\frac16=0$, and $B_2(1-x)=B_2(x)$, so its Fourier series has no constant and no sine terms. Two integrations by parts give

$$2\int_0^1B_2\cos(2\pi mx)\,dx=2\left[\frac{(2x-1)\cos(2\pi mx)}{4\pi^2m^2}\right]_0^1=\frac1{\pi^2m^2};$$

the remaining integral of the cosine vanishes. The sum is therefore $\pi^2B_2(x)$, and

$$e_N-e\simeq\frac{4\pi t}{N^2}B_2(x).$$

For $s=0$ this is $+2\pi t/(3N^2)$ when $N$ is even and $-\pi t/(3N^2)$ when $N$ is odd. An even mesh includes the kink, where $E=0$, and underestimates the average of $E$. An odd mesh straddles it. With $t=2.5$ eV, $N=10$ gives $2\pi(2.5)/300=52.4$ meV, and the direct error is also 52.4 meV.

**Q.** So one law has $N^{-2}$ and the other $N^{-3/2}e^{-\kappa N}$. A chain with a tiny gap cannot know which to obey.

**A.** It obeys them in turn. For small $\kappa$ and large $n$, small $y$ dominates, so $\cosh y-\cosh\kappa\simeq(y^2-\kappa^2)/2$. Use $K_1(z)=z\int_1^\infty\sqrt{p^2-1}\,e^{-zp}dp$ for the modified Bessel function and set $y=\kappa p$:

$$a_n\simeq(-1)^{n+1}\frac{v\sqrt r}\pi\int_\kappa^\infty\sqrt{y^2-\kappa^2}\,e^{-ny}dy=(-1)^{n+1}\frac{v\sqrt r\,\kappa}{\pi n}K_1(n\kappa).$$

If $n\kappa\ll1$, then $K_1(z)\simeq1/z$ and $|a_n|\simeq v/(\pi n^2)$, the gapless decay. If $n\kappa\gg1$, then $K_1(z)\simeq\sqrt{\pi/2z}\,e^{-z}$ and the exponential appears. A gapped chain thus looks gapless only while $N$ is well below $1/\kappa$. For small $\kappa$ and $s=0$, its error at $N\approx1/\kappa$ is already down to about 0.42 of the gapless one for even $N$ and 0.66 for odd $N$. For $r=0.98$ and $n=20$, 60 and 120, the Bessel form was tested against the Fourier integral and agreed within 0.2%.

**Q.** The factor $\cos(2\pi s)$ vanishes at $s=1/4$. Have you found a free lunch?

**A.** Mostly a use of symmetry. The points are $k/2\pi=(4j+1)/(4N)$. Their partners under $k\to-k$ are, up to a period, $(4j+3)/(4N)$. Together they form the mesh of $2N$ points with shift $1/2$. Because $E(k)=E(-k)$, both halves have the same average, so $N$ points do the work of $2N$, and the error falls as $r^{2N}$. For $N=10$ the gapped error becomes $-0.0895$ meV, close to minus the $+0.0897$ meV of the unshifted 20-point mesh.

The gapless chain stays algebraic: $B_2(1/4)=B_2(3/4)=-1/48$ gives $-\pi t/(12N^2)$, or $-6.5$ meV at $N=10$. Choosing $x$ at a zero of $B_2$ removes the $N^{-2}$ term, but the next term in the expansion of $1/(4m^2N^2-1)$ leaves an error of order $N^{-4}$.

**Q.** What does this do to my comparison of structures?

**A.** Hold the mean hopping at 2.5 eV and use the same unshifted mesh for both chains. The exact band energies are $-6.3662$ eV per cell for equal bonds and $-6.5452$ eV for alternating bonds, so alternation gains 0.1790 eV per cell. On the 10-point mesh the apparent gain is

$$0.17901+0.05245-0.00459=0.22687\ {\rm eV},$$

27% above the exact gain. With 11 points it is 0.1602 eV, 11% below. At $N=40$ it is still 2% high, nearly all from the gapless chain. Equal meshes do not cancel errors of such different kinds.

To keep the error of an unshifted mesh within 1 meV from some $N$ onwards, the gapped chain needs 14 points and the gapless one 73. For 1 µeV the numbers are 34 and 2289. The tolerance fell by 1000: the gapless mesh grew by about $\sqrt{1000}\approx32$, while the gapped one needed 20 more points.

**Q.** Real growth is not at absolute zero. Does temperature not round off the kink?

**A.** It does. Put the chemical potential at mid-gap, $E=0$. Levels $\pm E$ with two spins contribute $-4k_BT\ln[2\cosh(E/2k_BT)]$ to the grand potential. This is even in $E$, hence a function of $E^2=2t^2(1+\cos k)$, which has no kink. Use the product

$$\cosh\frac E{2k_BT}=\prod_{l=0}^\infty\left(1+\frac{E^2}{E_l^2}\right),\qquad E_l=(2l+1)\pi k_BT\equiv2t\sinh\frac{y_l}2 .$$

Since $E_l^2=2t^2(\cosh y_l-1)$,

$$E_l^2+E^2=2t^2(\cosh y_l+\cos k)=t^2e^{y_l}(1+e^{-y_l+ik})(1+e^{-y_l-ik}).$$

Expanding the logarithms, the $n$th Fourier coefficient of the grand potential is $4k_BT(-1)^n\sum_le^{-ny_l}/n$. Poisson summation doubles it for $\pm m$. For $s=0$ and $Ny_0\gg1$, the mesh error is

$$\Omega_N-\Omega\simeq(-1)^N\frac{8k_BT}N e^{-Ny_0}.$$

At 300 K, $k_BT=0.02585$ eV and $y_0=0.0325$, so the exponential regime begins beyond about 31 points. At $N=200$ the error is $1.6\times10^{-6}$ eV, against $1.3\times10^{-4}$ eV at zero temperature. The quantity has changed, however: the uniform chain's grand potential lies 0.28 meV per cell below its zero-temperature energy. Faster convergence to a smeared value does not remove that shift.

**Q.** Is there any material behind these hoppings, and what does it do to your tidy exponent?

**A.** They are rough values in the regime of trans-polyacetylene, a semiconducting polymer that can be grown as a film from acetylene gas. Its gap is roughly 1.5 eV, near the model's 1.4 eV. Real films break the assumption of a perfect, rigid chain of independent electrons:

- Random hopping changes of 0.2 eV rms, independent from bond to bond, lower the energy by 0.009 eV per cell and reduce the mean gap of 60-cell rings to 1.27 eV. That gap is not a bulk value: it shrinks as the ring grows, to about 1.20 eV for 200 cells. This is only a crude picture of lattice motion: moving one site changes its two bonds in opposite senses, which has a larger effect at the same rms.
- Hopping of $+0.1$ or $-0.1$ eV between the first site of each cell and the second site of the next, one of the two kinds of third-neighbour pair, moves the decay rate from 0.282 to 0.254 or 0.307 per point respectively. The other kind, which adds a term in $e^{2ik}$, moves the rate further and in the opposite sense, to 0.35 or 0.23. With both kinds at equal strength the rates are 0.32 and 0.25, so the direction of the shift is reversed.
- Second-neighbour hopping adds the same multiple of $\cos k$ to both bands. That averages to zero on any mesh with $N\ge2$, so the filled-band energy is unchanged while the bands do not overlap in energy.
- An on-site repulsion of 4 eV gives a second-order energy of $-0.25$ eV per cell. This exceeds the dimerisation gain in size. The repulsion is comparable with the hoppings, so it is a size estimate only. Its own mesh error at $N=10$ is $-3.6$ meV, comparable with the band error and opposite in sign.

The repulsion was not evaluated for equal bonds, so its effect on the gain is unknown here. Longer-range Coulomb terms are taken as folded into the hoppings, and the elastic energy of the bond framework is missing. The 0.179 eV is therefore a band-energy difference, not a prediction of which film grows. Further values are in the numerical output.

**Q.** Then what may I safely carry over to a calculation of my own?

**A.** For a chain described by this model, estimate $\kappa$ from the gap and the full width, start with $N$ several times $1/\kappa$, and increase it until the energy is steady within your tolerance. The multiple needed depends on that tolerance and on $\kappa$. The gap-to-width relation is exact only for nearest-neighbour hopping: with both third-neighbour kinds at $\pm0.1$ eV it gives 0.27 and 0.29 where the true rates are 0.32 and 0.25, so treat it as a starting guess. For a gapless partner, converge its mesh separately, with even and odd $N$ examined apart, since their errors have opposite signs at $s=0$. If you smear the occupations, converge the temperature shift as well as the mesh.

## Computed values

```
hoppings v, w: 2.85, 2.15 eV; uniform chain t: 2.50 eV; cell 0.25 nm
gap: 1.400 eV; full width of both bands: 10.000 eV
ratio r: 0.75439; decay rate kappa: 0.28185 per mesh point
1/kappa: 3.548 cells = 0.887 nm; coth kappa: 3.6414
exact energy, dimerised: -6.5452086 eV per cell
exact energy, uniform:   -6.3661977 eV per cell
errors at s = 0 in eV per cell:
 N=5: gapped -5.3483e-02, leading law -4.6132e-02, with correction -5.8731e-02
 N=5: gapless -1.0594e-01, law -1.0472e-01
 N=10: gapped 4.5862e-03, leading law 3.9850e-03, with correction 4.5291e-03
 N=10: gapless 5.2446e-02, law 5.2360e-02
 N=11: gapped -2.8666e-03, leading law -2.6057e-03, with correction -2.9292e-03
 N=11: gapless -2.1688e-02, law -2.1636e-02
 N=20: gapped 8.9738e-05, leading law 8.4104e-05, with correction 8.9846e-05
 N=20: gapless 1.3095e-02, law 1.3090e-02
 N=40: gapped 1.0950e-07, leading law 1.0596e-07, with correction 1.0958e-07
 N=40: gapless 3.2728e-03, law 3.2725e-03
errors at s = 1/4 in eV per cell:
 N=10: gapped -8.9519e-05, gapless -6.5497e-03
 N=20: gapped -1.0950e-07, gapless -1.6365e-03
mesh points for 1e-03 eV: gapped 14, gapless 73
mesh points for 1e-06 eV: gapped 34, gapless 2289
electronic gain on dimerising, exact: 0.17901 eV per cell
 gain on mesh N=10: 0.22687 eV per cell
 gain on mesh N=11: 0.16019 eV per cell
 gain on mesh N=20: 0.19202 eV per cell
 gain on mesh N=40: 0.18228 eV per cell
temperature 300 K, kT: 0.02585 eV
thermal free-energy shift: dimerised -3.96e-15, uniform -2.800e-04 eV per cell
uniform chain, thermal decay rate: 0.03249 per mesh point, inverse 30.8 points
uniform chain N=200 error: 0 K 1.309e-04, 300 K 1.560e-06 eV per cell
second-neighbour hopping 0.10 eV: energy shift below 1e-11 eV: True
third-neighbour hopping +-0.10 eV: decay rate 0.2543, 0.3073 per point
on-site repulsion 4.0 eV, second-order energy: -0.24583 eV per cell
 its mesh error at N=10: -3.62e-03 eV per cell
random hopping, rms 0.20 eV: energy shift -0.0087 +- 0.0003 eV per cell
 mean gap of 60-cell rings: 1.273 eV
```
